# Lock-in broadening of tunnelling conductance: the first harmonic's semicircle weight

## Definitions and conventions

A tunnel junction between a tip and a sample carries the current $I(V)$, where $V$ is the bias of the sample relative to the tip. Its differential conductance is $g(V)=dI/dV$. A lock-in amplifier measures $g$ by adding a small sinusoid to the bias,

$$V(t)=V_0+V_m\cos\omega t ,\qquad V_m>0 .$$

Here $V_m$ is the peak amplitude; the rms amplitude is $V_{rms}=V_m/\sqrt2$. With $\theta=\omega t$, the in-phase first harmonic of the current is the coefficient of $\cos\theta$ in its Fourier series,

$$X_1(V_0)=\frac1\pi\int_0^{2\pi} I(V_0+V_m\cos\theta)\cos\theta\,d\theta ,$$

and the lock-in conductance is $G_1=X_1/V_m$. If the instrument displays rms values, both $X_1$ and $V_m$ are divided by $\sqrt2$ and $G_1$ is unchanged.

The assumptions are these.

- **A1.** The current follows the bias instantaneously through a single-valued $I(V)$. There is no hysteresis, and the tip height is fixed.
- **A2.** The modulation is purely sinusoidal, the lock-in phase is correct, and $V_0$ hardly changes during the lock-in time constant.
- **A3.** $I$ is the integral of an integrable $g$ over the range of bias visited. Jumps of $I$ are treated separately below.

## The theorem

**Theorem.** Under A1–A3, for any modulation amplitude,

$$G_1(V_0)=\int_{-V_m}^{V_m} g(V_0+u)\,\chi(u)\,du,\qquad \chi(u)=\frac{2}{\pi V_m^2}\sqrt{V_m^2-u^2}. \tag{1}$$

**Proof.** The integrand of $X_1$ is unchanged by $\theta\to2\pi-\theta$, so the two half periods contribute equally:

$$X_1=\frac2\pi\int_0^{\pi} I(V_0+V_m\cos\theta)\cos\theta\,d\theta .$$

Integrate by parts, with $\cos\theta\,d\theta=d(\sin\theta)$. The boundary term $[I\sin\theta]_0^\pi$ vanishes. The chain rule gives $dI/d\theta=-V_m\sin\theta\;g$, whose minus sign cancels that of the integration by parts:

$$X_1=\frac{2V_m}{\pi}\int_0^\pi g(V_0+V_m\cos\theta)\sin^2\theta\,d\theta . \tag{2}$$

Now put $u=V_m\cos\theta$, so that $du=-V_m\sin\theta\,d\theta$. On $[0,\pi]$ the sine is non-negative, hence $\sin\theta=\sqrt{1-u^2/V_m^2}$. One factor of $\sin\theta$ is absorbed in $du$ and the other remains. As $\theta$ runs from $0$ to $\pi$, $u$ runs from $V_m$ to $-V_m$; reversing the limits removes the minus sign:

$$X_1=\frac2\pi\int_{-V_m}^{V_m} g(V_0+u)\sqrt{1-\frac{u^2}{V_m^2}}\,du .$$

Division by $V_m$ gives (1). $\square$

Since $\chi(-u)=\chi(u)$, replacing $u$ by $-u$ turns (1) into $\int g(V_0-u)\chi(u)\,du$, which is a convolution. Plotted against $u/V_m$, the function $\tfrac{\pi}{2}V_m\chi$ is a semicircle of unit radius.

**Remark (a current step).** Let $I$ jump by $I_s$ at bias $V_s$, with $|V_s-V_0|<V_m$. The bias exceeds $V_s$ for $0\le\theta<\theta_s$, where $\cos\theta_s=(V_s-V_0)/V_m$. The jump therefore contributes

$$G_1=\frac{2I_s}{\pi V_m}\int_0^{\theta_s}\cos\theta\,d\theta=\frac{2I_s}{\pi V_m}\sin\theta_s=I_s\,\chi(V_s-V_0).$$

This is what (1) gives if the jump is counted as a delta function of weight $I_s$ in $g$. A sweep of $V_0$ across a sharp step thus draws the semicircle itself.

## Width of the weight

**Lemma 1.** The weight $\chi$ has unit area, variance $V_m^2/4$, fourth moment $V_m^4/8$, and full width at half maximum $\sqrt3\,V_m=\sqrt6\,V_{rms}$.

**Proof.** The substitution used above gives

$$\langle u^n\rangle=\int u^n\chi\,du=\frac{2V_m^n}{\pi}\int_0^\pi\cos^n\theta\,\sin^2\theta\,d\theta .$$

For $n=0$ the integral is $\pi/2$, so the area is 1. For $n=2$, $\cos^2\theta\sin^2\theta=\tfrac14\sin^22\theta$ integrates to $\pi/8$. For $n=4$,

$$\cos^4\theta\sin^2\theta=\tfrac18\sin^22\theta\,(1+\cos2\theta).$$

The term with $\cos2\theta$ integrates to zero and the other to $\pi/16$. These values give the stated moments. Half height requires $\sqrt{1-u^2/V_m^2}=\tfrac12$, or $u=\pm\tfrac{\sqrt3}{2}V_m$. $\square$

**Small modulation.** If $g$ is smooth on the scale of $V_m$, expand $g(V_0+u)$ in powers of $u$. Odd powers average to zero, and $\langle u^2\rangle/2!=V_m^2/8$, $\langle u^4\rangle/4!=V_m^4/192$:

$$G_1=g+\frac{V_m^2}{8}g''+\frac{V_m^4}{192}g''''+O(V_m^6). \tag{3}$$

Peaks, where $g''<0$, are lowered, and minima are raised.

**Large modulation.** If a feature of area $A=\int g\,dV$ is much narrower than $V_m$, it acts as a delta function. Away from the ends of the semicircle its contribution is $A\chi$, with height $2A/(\pi V_m)$. The measured width then describes the modulation and no longer the sample.

**Remark (the averaged dc current).** The current averaged over a period is $\bar I(V_0)=\frac1\pi\int_0^\pi I(V_0+V_m\cos\theta)\,d\theta$. For continuous $g$, differentiation under the integral and the same substitution give

$$\frac{d\bar I}{dV_0}=\frac1\pi\int_0^\pi g(V_0+V_m\cos\theta)\,d\theta=\int_{-V_m}^{V_m}\frac{g(V_0+u)}{\pi\sqrt{V_m^2-u^2}}\,du .$$

This weight measures the time spent at each bias and is largest at the turning points. Its variance is $(V_m^2/\pi)\int_0^\pi\cos^2\theta\,d\theta=V_m^2/2$, twice that of $\chi$. The lock-in signal is therefore not the time average of $g$. Differentiating a dc current recorded with the modulation on gives twice the leading correction in (3).

## Loss of fine structure

**Lemma 2.** If $g(V)=\cos qV$, then $G_1=B(z)\cos qV_0$, with $z=qV_m$ and $B(z)=2J_1(z)/z$, where $J_1$ is the Bessel function.

**Proof.** Write $\cos q(V_0+u)=\cos qV_0\cos qu-\sin qV_0\sin qu$. The second term is odd in $u$ and drops out, so that

$$B=\frac2\pi\int_0^\pi\cos(z\cos\theta)\sin^2\theta\,d\theta .$$

From $J_0(z)=\frac1\pi\int_0^\pi\cos(z\cos\theta)\,d\theta$ and $J_1=-J_0'$,

$$J_1(z)=\frac1\pi\int_0^\pi\sin(z\cos\theta)\cos\theta\,d\theta=\frac z\pi\int_0^\pi\cos(z\cos\theta)\sin^2\theta\,d\theta .$$

The last step is an integration by parts with vanishing boundary term. Comparison gives $B=2J_1/z$. $\square$

The first zero of $J_1$ for $z>0$ is at $z=3.83$. A ripple of period $2\pi V_m/3.83=1.64\,V_m$ is erased, and a slightly finer one appears with reversed sign. Deconvolution cannot restore a component multiplied by zero.

## Temperature

Let the tip have a flat density of states and let the barrier transmission be constant. With $E$ measured from the sample's Fermi level, $N(E)$ the sample density of states relative to its normal value, $f$ the Fermi function and $G_N$ the normal-state conductance,

$$I=\frac{G_N}{e}\int N(E)\,[f(E-eV)-f(E)]\,dE .$$

Since $\partial f(E-eV)/\partial V=-e f'(E-eV)$, the factor $e$ cancels:

$$g(V)=G_N\int N(E)\,[-f'(E-eV)]\,dE,\qquad -f'(x)=\frac{1}{4kT\cosh^2(x/2kT)} . \tag{4}$$

**Lemma 3.** The thermal weight $-f'$ has full width at half maximum $4\,\mathrm{arccosh}(\sqrt2)\,kT\approx3.53\,kT$ and variance $\pi^2(kT)^2/3$. For a sharp level, the thermal and lock-in variances add.

**Proof.** Half height requires $\cosh^2(x/2kT)=2$, which gives the width. For the variance, use evenness and integrate by parts:

$$2\int_0^\infty x^2(-f')\,dx=4\int_0^\infty x f\,dx=4(kT)^2\int_0^\infty\frac{y\,dy}{e^y+1}=4(kT)^2\,\frac{\pi^2}{12}.$$

The last integral follows from expanding $1/(e^y+1)$ in powers of $e^{-y}$, which yields $1-\tfrac14+\tfrac19-\dots=\pi^2/12$. By (1) and (4), the line of a sharp level is the convolution of $-f'$ with $\chi$. In the mean of $(x+eu)^2$ over both weights, the cross term vanishes because each mean is zero. $\square$

The total rms width, in energy, is thus $\sqrt{\pi^2(kT)^2/3+(eV_m)^2/4}$. No such rule holds for widths at half maximum.

## Worked example: a superconducting gap

Take a normal-metal tip over a superconducting lead film at 1.2 K, where $kT=0.1034$ meV. The density of states has the Dynes form,

$$N(E)=\left|\mathrm{Re}\,\frac{E+i\Gamma}{\sqrt{(E+i\Gamma)^2-\Delta^2}}\right| ,$$

with gap $\Delta=1.35$ meV, lifetime broadening $\Gamma=0.02$ meV and $G_N=20$ nS. The integral (4) was summed on a grid of 0.002 meV, and (1) was evaluated by Gauss–Chebyshev quadrature.

**Resolution.** For $V_{rms}=0.10$ mV, $V_m=0.141$ mV. The thermal rms width is $\pi(0.1034)/\sqrt3=0.188$ meV and the lock-in part is $0.141/2=0.071$ meV, so the total is $\sqrt{0.188^2+0.071^2}=0.20$ meV. The widths at half maximum are 0.365 meV for temperature alone and $\sqrt6\times0.10=0.245$ meV for the lock-in alone. Numerical demodulation of a thermally rounded step gives the combined widths below, beside the sum in quadrature (all in meV).

| $V_{rms}$ (mV) | lock-in | combined | quadrature |
|---|---|---|---|
| 0.05 | 0.122 | 0.377 | 0.385 |
| 0.10 | 0.245 | 0.414 | 0.439 |
| 0.20 | 0.490 | 0.547 | 0.611 |
| 0.40 | 0.980 | 0.944 | 1.045 |

Quadrature overestimates the combined width by 6% at 0.10 mV and by 11% at 0.40 mV. In the last row, temperature even makes the line narrower at half height than the semicircle alone.

Weak smearing shows how this can happen. With $x=u/V_m$ and $s=\sqrt{1-x^2}$, a narrow weight of variance $\sigma^2$ (in units of $V_m^2$) changes $s$ by $\tfrac12\sigma^2s''$, where $s''=-(1-x^2)^{-3/2}$. The top falls by $\sigma^2/2$, so the half-height level falls by $\sigma^2/4$. At $x=\sqrt3/2$, however, $s''=-8$ and the curve falls by $4\sigma^2$. The crossing moves inwards. In the last row $\sigma=0.188/0.566=0.33$, too large for this expansion to be quantitative, but the computed change has the same sign.

**Spectrum.** The lock-in spectrum has these coherence peaks and zero-bias values.

| $V_{rms}$ (mV) | peak bias (mV) | peak (nS) | $G_1(0)$ (nS) |
|---|---|---|---|
| 0 | 1.489 | 41.0 | 0.306 |
| 0.05 | 1.494 | 40.7 | 0.307 |
| 0.10 | 1.509 | 39.8 | 0.308 |
| 0.20 | 1.565 | 37.0 | 0.313 |
| 0.40 | 1.746 | 32.2 | 0.339 |

The peak lies above $\Delta/e=1.35$ mV even without modulation. To see why, neglect $\Gamma$ and the distant branch at negative energy, so that $N=0$ below $\Delta$. Let $K$ be the combined weight, with bias expressed as energy. It is even and decreases away from zero: the semicircle is a stack of centred boxes, and averaging the thermal weight over such a box preserves both properties. The slope of the spectrum is proportional to $-\int_\Delta^\infty N(E)K'(E-eV)\,dE$. For $eV\le\Delta$ the argument of $K'$ is positive throughout, so $K'\le0$ and the slope is positive. The maximum must lie above the gap edge, and reading the gap from the peak position overestimates it.

At the fixed bias 1.489 mV, modulation of 0.10 mV rms lowers the signal by 1.38 nS. The second-derivative term of (3) predicts 1.43 nS, about 3% more than the full loss. At the shifted peak, 1.509 mV, the derivative of the averaged dc current is 38.6 nS against 39.8 nS for the lock-in, as the larger variance of its weight suggests. The ripple erased by this modulation has a period of 0.23 mV. At 1.2 K it would be practically invisible even without modulation: the thermal weight multiplies a ripple $\cos qV$ by $y/\sinh y$ with $y=\pi qkT/e$, which is about 0.003 here.

## Where the model meets a real junction

The gap, temperature and conductance are rough typical values for low-temperature work on lead; 20 nS corresponds to about 100 pA at 5 mV. The instrumental values below are likewise rough assumptions, and percentages refer to the peak at 0.10 mV rms. Lead does not have one sharp gap: replacing $\Delta$ by an equal mixture of $\Delta\pm0.08$ meV lowers the peak by 3.2%. Gaussian bias noise of 0.05 mV rms lowers it by 1.4%. Thermal voltage noise $\sqrt{kT/C_J}=0.041$ mV on a junction capacitance $C_J=10$ fF lowers it by 0.9%. This treats the noise as slow and Gaussian, which requires $\hbar/RC_J\ll kT$ for the resistance $R$ of the circuit seen by the junction. For an ohmic environment treated by $P(E)$ theory the loss is 0.9% at 10 kΩ, 1.1% at 377 Ω and 0.7% at 50 Ω, and the peak moves up by 0.002 to 0.013 mV.

The gap floor is much more sensitive, through A1 and A2: a displacement current is not a function of $V$ alone, and a phase error lets it through. A stray capacitance $C$ adds the current $C\,dV/dt=-\omega CV_m\sin\omega t$. If the reference is $\cos(\omega t+\delta)$, the averages $\langle\cos\omega t\cos(\omega t+\delta)\rangle=\tfrac12\cos\delta$ and $\langle\sin\omega t\cos(\omega t+\delta)\rangle=-\tfrac12\sin\delta$ give the output

$$G_{out}=G_1\cos\delta+\omega C\sin\delta .$$

For 800 Hz and 1 pF, $\omega C=5.03$ nS. With $\delta=2^\circ$ the zero-bias reading is $0.308+0.175=0.483$ nS, which is 57% above the ideal lock-in value and could be mistaken for states in the gap; a negative $\delta$ lowers the reading instead. The ideal value itself comes almost entirely from the assumed broadening, since $G_N\Gamma/\Delta=0.296$ nS. For $\Gamma=0.005$ meV the floor is 0.077 nS and the same leak is more than twice the floor. A preamplifier with a single pole at 5 kHz lags by $9.1^\circ$ and has gain 0.987. Left uncorrected, that lag would add $0.987\times5.03\times\sin9.1^\circ\approx0.8$ nS. The phase must therefore be set with the preamplifier in the circuit. Being linear and placed after the junction, the preamplifier multiplies the whole first harmonic by one complex factor and leaves $\chi$ unchanged.

The other effects are small here. For a square barrier 4.5 eV high and 0.6 nm wide, lowering the mean height by half the peak bias raises the transmission by 0.11%; a one-channel estimate puts 20 nS nearer 0.4 nm, where the change is about 0.07%. A series resistance of 10 kΩ takes 0.04% of the modulation at the peak. A sweep of 0.15 mV/s with a single-pole output filter of time constant 0.03 s shifts the spectrum by roughly 0.005 mV, and each further pole of the same time constant adds as much. The modulation quantum $\hbar\omega=3.3\times10^{-9}$ meV is far below both $kT$ and $eV_m$, which supports the classical, instantaneous treatment of the bias.
